**Convex splitting for a two-component quartic polarization flow**

The program tests the step (p−q)/(Lτ) = −[Ap + Q′(p) − E − aq], where q and p are the old and new polarizations, τ is the time step and L the mobility. A contains gradient stiffness and depolarization, Q is the quartic energy density with coefficients b1 and b2, a is the destabilizing Landau coefficient and E is the applied field. For 0 ≤ b2 ≤ 3b1 the step has one solution, and it lowers the discrete free energy F unless q is stationary. The program asserts the full energy balance and a strict decrease in 60 steps, with τ from 0.1 to 10⁶; the energy is computed from shifted differences and a Fourier Poisson solution, separately from the solver's matrices. It also asserts the convexity range at sampled values of b2, agreement of the solutions from two initial guesses at τ = 10⁶, and the stopping rule for incomplete Newton solves. Counterexamples show energy-raising solutions for explicit Euler, backward Euler and a nonconvex quartic. The output also shows that stability is not accuracy: near the uniform zero-field well, a step of 10⁶ advances a uniform deviation along the polarization by only about 0.55 reduced time units.

## Numerical verification

```python
"""Convex-splitting step for a two-component quartic polarization flow.

Result under test: for 0 <= b2 <= 3*b1 and every tau > 0 the step
  (p-q)/(L*tau) = -(A p + Q'(p) - E - a q)
has one solution p, and with d = p-q
  F(p)-F(q) = -(1/(L*tau)+a/2)|d|^2 - <d,A d>/2 - B,  B >= 0.
q, p: old and new polarization; F: discrete free energy; E: applied field;
Q: quartic energy density; A: gradient stiffness plus depolarizing operator;
B: quartic convexity remainder; a, b1, b2: Landau coefficients; L: mobility.
All quantities are in reduced units (a = b1 = g = L = 1).
"""
import numpy as np
import sympy as sp
from scipy.linalg import solve
from scipy.optimize import brentq

a, b1, b2, g, kappa, L = 1.0, 1.0, 2.0, 1.0, 5.0, 1.0
N, h = 12, 1.0
field = np.array([0.05, 0.0])
cells = N * N
E = np.repeat(field, cells)
rng = np.random.default_rng(7)


def density(x, y, c2=b2):
    """Local energy density without the applied field."""
    return (-a * (x**2 + y**2) / 2 + b1 * (x**4 + y**4) / 4
            + c2 * x**2 * y**2 / 2)


def energy(vector):
    """Free energy from shifted differences and a Fourier Poisson solution."""
    P = vector.reshape(2, N, N)
    total = np.sum(density(P[0], P[1]))
    total -= np.sum(field[:, None, None] * P)
    for axis in (1, 2):
        total += g / 2 * np.sum(((np.roll(P, -1, axis) - P) / h)**2)
    symbol = (np.exp(2j * np.pi * np.arange(N) / N) - 1) / h
    sx, sy = symbol[:, None], symbol[None, :]
    charge = np.conj(sx) * np.fft.fft2(P[0]) + np.conj(sy) * np.fft.fft2(P[1])
    k2 = abs(sx)**2 + abs(sy)**2
    k2[0, 0] = 1.0
    charge[0, 0] = 0.0
    total += kappa / 2 * np.sum(abs(charge)**2 / k2) / cells
    return h**2 * total


# Matrices used by the solver, assembled separately from the energy.
forward = (np.roll(np.eye(N), 1, axis=1) - np.eye(N)) / h
G = np.vstack([np.kron(forward, np.eye(N)), np.kron(np.eye(N), forward)])
minus_lap = G.T @ G
projector = G @ np.linalg.solve(minus_lap + np.ones((cells, cells)) / cells, G.T)
stiffness = g * np.kron(np.eye(2), minus_lap)
depolar = kappa * projector
A = stiffness + depolar
A = (A + A.T) / 2
lowest_A = np.linalg.eigvalsh(A)[0]
assert lowest_A > -1e-10


def inner(u, v):
    return h**2 * np.dot(u, v)


def quartic_gradient(x, y, c2=b2):
    return b1 * x**3 + c2 * x * y**2, b1 * y**3 + c2 * x**2 * y


def quartic_hessian(x, y, c2=b2):
    return 3*b1*x**2 + c2*y**2, 2*c2*x*y, 3*b1*y**2 + c2*x**2


def residual(p, q, tau):
    quartic = np.concatenate(quartic_gradient(p[:cells], p[cells:]))
    return (p - q) / (L * tau) + A @ p + quartic - E - a * q


def convex_step(q, tau, guess=None):
    """Damped Newton solution; returns all iterates."""
    p = q.copy() if guess is None else guess.copy()
    iterates = [p.copy()]
    r = residual(p, q, tau)
    index = np.arange(cells)
    for _ in range(200):
        if np.max(abs(r)) < 1e-11:
            return p, iterates
        hxx, hxy, hyy = quartic_hessian(p[:cells], p[cells:])
        jac = A + np.eye(2 * cells) / (L * tau)
        jac[index, index] += hxx
        jac[index + cells, index + cells] += hyy
        jac[index, index + cells] += hxy
        jac[index + cells, index] += hxy
        move = solve(jac, -r, assume_a="pos")
        scale, old_norm = 1.0, np.linalg.norm(r)
        while True:
            trial = p + scale * move
            r_trial = residual(trial, q, tau)
            if np.linalg.norm(r_trial) < (1 - 1e-4 * scale) * old_norm:
                break
            scale /= 2
            assert scale > 1e-12, "Newton line search stalled"
        p, r = trial, r_trial
        iterates.append(p.copy())
    raise AssertionError("Newton iteration did not converge")


def balance_terms(p, q, tau):
    """Signed terms of the derived energy balance."""
    d = p - q
    remainder = 0.0
    directions = [((3*b1-b2)/12, 1, 0), ((3*b1-b2)/12, 0, 1),
                  (b2/24, 1, 1), (b2/24, 1, -1)]
    for weight, sx, sy in directions:
        new = sx * p[:cells] + sy * p[cells:]
        old = sx * q[:cells] + sy * q[cells:]
        remainder += weight * h**2 * np.sum(
            (new-old)**2 * ((new+old)**2 + 2*new**2))
    return np.array([-inner(d, d)/(L*tau), -a*inner(d, d)/2,
                     -inner(d, stiffness @ d)/2,
                     -inner(d, depolar @ d)/2, -remainder])


# Symbolic tests of the fourth-power remainder and convex decomposition.
x, y, c, e = sp.symbols("x y c e", real=True)
assert sp.expand(y**4-x**4-4*x**3*(y-x)-(y-x)**2*((x+y)**2+2*x**2)) == 0
quartic = c*(x**4+y**4)/4 + e*x**2*y**2/2
powers = (3*c-e)*(x**4+y**4)/12 + e*((x+y)**4+(x-y)**4)/24
assert sp.expand(quartic-powers) == 0
symbolic_hessian = sp.lambdify((x, y, c, e), sp.hessian(quartic, (x, y)))

print("Reduced units throughout")
print(f"a={a:g}, b1={b1:g}, b2={b2:g}, g={g:g}, kappa={kappa:g}, L={L:g}")
print(f"grid {N} x {N}, spacing {h:g}, field=({field[0]:g}, {field[1]:g})")
print(f"lowest eigenvalue of A: {lowest_A:.1e}")
print("Lowest quartic curvature on the unit circle:")
for c2 in (-0.1, 0.0, 2.0, 3.0, 3.1):
    lowest = min(np.linalg.eigvalsh(np.array(
        symbolic_hessian(np.cos(t), np.sin(t), b1, c2), dtype=float))[0]
        for t in np.linspace(0, np.pi, 401))
    assert (lowest > -1e-12) == (0 <= c2 <= 3*b1)
    print(f"  b2={c2:4.1f}: {lowest:.4f}")

# Energy descent over widely different step sizes.
start = 0.1 * rng.standard_normal(2 * cells)
F_start = energy(start)
print(f"initial noise standard deviation 0.1; initial F={F_start:.6f}")
print("12 steps: tau, first dF, largest dF, final F, final |F'|")
for tau in (0.1, 1.0, 10.0, 1e3, 1e6):
    q, F_old, changes = start.copy(), F_start, []
    sum_squares = 0.0
    for _ in range(12):
        p, _ = convex_step(q, tau)
        F_new = energy(p)
        change = F_new - F_old
        assert abs(change - balance_terms(p, q, tau).sum()) < 1e-8
        assert change < 0
        changes.append(change)
        sum_squares += inner(p-q, p-q)
        last_gradient = A @ p - a*p - E + np.concatenate(
            quartic_gradient(p[:cells], p[cells:]))
        q, F_old = p, F_new
    assert (1/(L*tau)+a/2)*sum_squares <= F_start-F_old+1e-8
    grad_norm = np.sqrt(inner(last_gradient, last_gradient))
    print(f"  {tau:8.1e} {changes[0]:12.6f} {max(changes):11.3e} "
          f"{F_old:12.6f} {grad_norm:10.3e}")

# One step in detail, including uniqueness and the gradient relation.
tau = 10.0
p, iterates = convex_step(start, tau)
terms = balance_terms(p, start, tau)
actual = energy(p) - F_start
assert abs(actual-terms.sum()) < 1e-8
print(f"First step at tau={tau:g}, contributions to dF:")
for name, value in zip(("time-step", "Landau quadratic", "gradient",
                        "depolarizing", "quartic"), terms):
    print(f"  {name}: {value:.6f}")
print(f"  sum: {terms.sum():.6f}; direct dF: {actual:.6f}")
probe = rng.standard_normal(2 * cells)
eps = 1e-4
slope = (energy(p+eps*probe)-energy(p-eps*probe))/(2*eps)
predicted_slope = -(1/(L*tau)+a)*inner(p-start, probe)
assert abs(slope-predicted_slope) < 1e-5
print(f"  directional F': direct {slope:.6f}, from step {predicted_slope:.6f}")
other, _ = convex_step(start, 1e6, 2*rng.standard_normal(2*cells))
same, _ = convex_step(start, 1e6)
difference = np.max(abs(other-same))
assert difference < 1e-7
print(f"two initial guesses, tau=1e6, largest difference: {difference:.1e}")

# Stopping rule for an incomplete Newton solution.
accepted = []
for number, trial in enumerate(iterates):
    d, r = trial-start, residual(trial, start, tau)
    change = energy(trial)-F_start
    assert abs(change-balance_terms(trial, start, tau).sum()-inner(r, d)) < 1e-7
    if np.sqrt(inner(r, r)) < (1/(L*tau)+a/2)*np.sqrt(inner(d, d)):
        assert change < 0
        accepted.append((number, change))
assert accepted
print(f"Newton updates: first accepted {accepted[0][0]}, full {len(iterates)-1}")
print(f"  dF at first accepted update: {accepted[0][1]:.6f}")

# Explicit Euler on the same initial state.
explicit_tau = 1.0
gradient = A @ start - a*start - E + np.concatenate(
    quartic_gradient(start[:cells], start[cells:]))
explicit_change = energy(start-L*explicit_tau*gradient)-F_start
assert explicit_change > 0
print(f"explicit Euler, tau={explicit_tau:g}: dF={explicit_change:.6f}")

# Uniform backward Euler can have several solutions.
q0, tau = 0.1, 10.0
roots = np.roots([L*tau*b1, 0, 1-L*a*tau, -q0])
assert np.max(abs(roots.imag)) < 1e-10
roots = np.sort(roots.real)
root_changes = density(roots, 0)-density(q0, 0)
assert np.any(root_changes > 0)
print(f"uniform backward Euler, q={q0:g}, tau={tau:g}: root, density change")
for root, change in zip(roots, root_changes):
    print(f"  {root:.6f}, {change:.6f}")

# A solution of the split equation outside and inside the convex range.
new, old = np.array([1.5, 1.5]), np.array([1.4, 1.6])
print(f"uniform split step, tau={tau:g}, q=(1.4,1.6), p=(1.5,1.5):")
for c2 in (5.0, 2.0):
    force = new/(L*tau)+np.array(quartic_gradient(*new, c2))-(1/(L*tau)+a)*old
    change = density(*new, c2)-density(*old, c2)-force @ (new-old)
    assert (change > 0) == (c2 > 3*b1)
    print(f"  b2={c2:g}, E=({force[0]:.4f},{force[1]:.4f}), df={change:.6f}")


def uniform_step(q, tau):
    return brentq(lambda p: p/(L*tau)+b1*p**3-(1/(L*tau)+a)*q,
                  0, 2, xtol=1e-14, rtol=1e-14)


print("near the zero-field well: tau, deviation factor, effective time")
for tau in (0.1, 1.0, 1e6):
    factor = (uniform_step(0.9999, tau)-1)/(0.9999-1)
    assert abs(factor-(1+L*a*tau)/(1+3*L*a*tau)) < 1e-3
    effective = -np.log(factor)/(2*L*a)
    print(f"  {tau:.1e}, {factor:.4f}, {effective:.4f}")
assert abs(effective-np.log(3)/(2*L*a)) < 1e-3

# First-order convergence to the exactly solvable uniform flow.
final_time, initial = 4.0, 0.1
exact = 1/np.sqrt(1+(1/initial**2-1)*np.exp(-2*final_time))
errors = []
print(f"uniform flow from {initial:g} to t={final_time:g}: exact P={exact:.6f}")
for tau in (1.0, 0.1, 0.02, 0.01):
    value = initial
    for _ in range(round(final_time/tau)):
        value = uniform_step(value, tau)
    errors.append(abs(value-exact))
    print(f"  tau={tau:g}: P={value:.6f}, error={errors[-1]:.6f}")
ratio = errors[-2]/errors[-1]
assert 1.9 < ratio < 2.1
print(f"error ratio on halving the smallest steps: {ratio:.4f}")
print("all assertions hold")
```

Printed output:

```
Reduced units throughout
a=1, b1=1, b2=2, g=1, kappa=5, L=1
grid 12 x 12, spacing 1, field=(0.05, 0)
lowest eigenvalue of A: -2.2e-14
Lowest quartic curvature on the unit circle:
  b2=-0.1: -0.1000
  b2= 0.0: 0.0000
  b2= 2.0: 0.5000
  b2= 3.0: 0.0000
  b2= 3.1: -0.0500
initial noise standard deviation 0.1; initial F=7.075754
12 steps: tau, first dF, largest dF, final F, final |F'|
   1.0e-01    -4.418635  -9.566e-02    -0.742559  1.367e+00
   1.0e+00    -6.848801  -3.660e-02   -43.265697  2.348e-01
   1.0e+01   -11.610141  -6.160e-06   -43.287854  2.118e-03
   1.0e+03   -15.917280  -7.259e-07   -43.287855  6.822e-04
   1.0e+06   -15.970192  -7.087e-07   -43.287855  6.736e-04
First step at tau=10, contributions to dF:
  time-step: -0.897086
  Landau quadratic: -4.485430
  gradient: -3.476673
  depolarizing: -2.453214
  quartic: -0.297738
  sum: -11.610141; direct dF: -11.610141
  directional F': direct -2.739541, from step -2.739541
two initial guesses, tau=1e6, largest difference: 1.1e-11
Newton updates: first accepted 1, full 5
  dF at first accepted update: -12.333785
explicit Euler, tau=1: dF=390.231357
uniform backward Euler, q=0.1, tau=10: root, density change
  -0.943078, -0.241967
  -0.011113, 0.004913
  0.954191, -0.243022
uniform split step, tau=10, q=(1.4,1.6), p=(1.5,1.5):
  b2=5, E=(18.8600,18.6400), df=0.032700
  b2=2, E=(8.7350,8.5150), df=-0.034650
near the zero-field well: tau, deviation factor, effective time
  1.0e-01, 0.8462, 0.0835
  1.0e+00, 0.5000, 0.3466
  1.0e+06, 0.3333, 0.5493
uniform flow from 0.1 to t=4: exact P=0.983797
  tau=1: P=0.711375, error=0.272422
  tau=0.1: P=0.966106, error=0.017692
  tau=0.02: P=0.980771, error=0.003026
  tau=0.01: P=0.982318, error=0.001479
error ratio on halving the smallest steps: 2.0456
all assertions hold
```
